# Tight s Gaussians and the Density at the Nucleus

## Result and conditions

Let an s basis consist of Gaussians $e^{-ar^2}$ with exponents $a=A,\,A/\beta,\,A/\beta^2,\dots$, where $A$ is the largest exponent and $\beta>1$ is a fixed ratio. For a nonrelativistic variational orbital at a point nucleus of charge $Z$, stopping the set at $A$ changes the density at the nucleus by

$$
\frac{\Delta\rho(0)}{\rho(0)}\simeq-2\kappa\,\varepsilon,\qquad \varepsilon=\frac{Z}{\sqrt A}. \tag{1}
$$

The number $\kappa$ depends on $\beta$ but not on $Z$. Hartree atomic units are used, so exponents are in $\mathrm{bohr}^{-2}$. The derivation gives the leading term for small $\varepsilon$; the size of what it neglects is judged from calculations on hydrogen. It treats the full geometric sequence as exact, so the law applies only while the truncation error is large compared with the error left by the finite spacing.

The fixed ratio is essential. Suppose a radial function $f$ is orthogonal to $e^{-ar^2}$ for all $a$ in some interval. The overlap is an analytic function of $a$ for $\mathrm{Re}\,a>0$. If it vanishes on the interval, it vanishes for every $a>0$, and uniqueness of the Laplace transform in $r^2$ gives $f=0$. A continuous interval of exponents is therefore complete in the mean-square sense, however small its upper end. The inverse square root is a law for extending a set at given spacing, not a bound set by $A$ alone.

## The cusp and its Gaussian transform

Near the nucleus an s orbital obeys

$$
-\tfrac12\left(\varphi''+\tfrac2r\varphi'\right)-\tfrac Zr\varphi=\text{finite}.
$$

The $1/r$ terms must cancel, so $\varphi'(0)=-Z\varphi(0)$ and $\varphi=\varphi(0)(1-Zr+\dots)$. A Gaussian has zero slope at $r=0$. The shortest length in the basis is $A^{-1/2}$, over which the cusp changes the orbital by the fraction $Z/\sqrt A$. This gives the power; the coefficient needs more work.

Take the hydrogen-like orbital $\psi=\psi(0)e^{-Zr}$. For $p,q>0$, completing the square gives

$$
\int_0^\infty e^{-p^2s^2-q^2/s^2}ds=e^{-2pq}\int_0^\infty e^{-(ps-q/s)^2}ds .
$$

The substitution $s\to q/(ps)$ turns the last integral into one with the extra factor $q/(ps^2)$. The average of the two forms is

$$
\frac1{2p}\int_0^\infty\left(p+\frac q{s^2}\right)e^{-(ps-q/s)^2}ds=\frac{\sqrt\pi}{2p},
$$

because the bracket is the derivative of $ps-q/s$. With $p=Z/2$, $q=r$ and $t=1/s^2$, for which $t^{-3/2}dt$ becomes $2\,ds$ after the limits are reversed,

$$
e^{-Zr}=\frac{Z}{2\sqrt\pi}\int_0^\infty t^{-3/2}e^{-Z^2/4t}\,e^{-tr^2}\,dt. \tag{2}
$$

Put $t=e^u$ and apply the trapezoidal rule with step $\lambda=\ln\beta$. The result is a sum over a geometric sequence of exponents, with weights $\lambda Z\,t^{-1/2}e^{-Z^2/4t}/(2\sqrt\pi)$.

The error of this sum at $r=0$ follows from Poisson summation. The Fourier transform of the integrand, with $v=Z^2e^{-u}/4$, is

$$
\hat F(\omega)=\frac1{\sqrt\pi}\left(\frac4{Z^2}\right)^{i\omega}\Gamma\!\left(\tfrac12+i\omega\right),
\qquad |\hat F(\omega)|=\frac1{\sqrt{\cosh\pi\omega}} .
$$

The term $\omega=0$ is the exact value 1. The pair $\omega=\pm2\pi/\lambda$ gives an error of amplitude $2/\sqrt{\cosh(2\pi^2/\lambda)}$. This is $1.85\times10^{-6}$ for $\beta=2$ and $3.55\times10^{-4}$ for $\beta=3$. It belongs to the trapezoidal sum; a variational calculation chooses its own coefficients.

## Removing the tight functions

Drop the exponents $t_k=A\beta^k$, $k\ge1$. For $A\gg Z^2$ the factor $e^{-Z^2/4t_k}$ is $1+O(\varepsilon^2)$, and the missing part of $\psi$ is $Z\psi(0)h_A(r)$ with

$$
h_A(r)=\frac{1}{\sqrt A}\,h(\sqrt A\,r),\qquad
h(x)=\frac{\lambda}{2\sqrt\pi}\sum_{k\ge1}\beta^{-k/2}e^{-\beta^kx^2}. \tag{3}
$$

At $x=0$ the geometric series gives

$$
\kappa_0=h(0)=\frac{\lambda}{2\sqrt\pi\,(\sqrt\beta-1)} .
$$

If the other coefficients stayed fixed, the orbital would lose the fraction $\kappa_0\varepsilon$ at the nucleus. As $\beta\to1$, $\lambda/(\sqrt\beta-1)\to2$ and $\kappa_0\to1/\sqrt\pi$. In a variational calculation the retained functions readjust and repair part of the loss.

## Relaxation at leading order

Write the variational orbital as $\varphi=\psi+\delta$, scaled so that $\langle\psi|\delta\rangle=0$. For each retained Gaussian $g$ the variational condition is $\langle g|H-E|\varphi\rangle=0$. Since $(H-E_0)\psi=0$,

$$
\langle g|H-E_0|\delta\rangle=(E-E_0)\langle g|\varphi\rangle. \tag{4}
$$

Set $x=\sqrt A\,r$ and $\delta=\varepsilon\psi(0)D(x)$. For $g$ on the short scale, the volume element contributes $A^{-3/2}$, the two gradients contribute $A$, and the Coulomb factor contributes $\sqrt A$. After a common factor is removed, (4) reads

$$
\tfrac12\int\nabla g\cdot\nabla D\,d^3x-\varepsilon\int\frac{gD}{x}\,d^3x=O(\varepsilon^2). \tag{5}
$$

Kinetic energy dominates because the missing structure is short. At leading order $D$ equals $-h$ plus a combination of retained functions, and its gradient is orthogonal to the gradients of all of them. Thus

$$
D_0=-R,\qquad R=(1-P)h,\qquad \kappa=R(0),
$$

where $P$ projects on the retained functions in the inner product $\int\nabla f\cdot\nabla g\,d^3x$. For two Gaussians with exponents $a$ and $b$,

$$
4ab\int r^2e^{-(a+b)r^2}d^3r
=4ab\,\frac{3}{2(a+b)}\left(\frac{\pi}{a+b}\right)^{3/2}
=\frac{6ab\,\pi^{3/2}}{(a+b)^{5/2}} .
$$

With $A$ scaled to 1, this is a linear problem containing only $\beta$. Its solution gives:

- $\beta=\sqrt2$: $\kappa_0=0.517$, $\kappa=0.231$
- $\beta=2$: $\kappa_0=0.472$, $\kappa=0.285$
- $\beta=3$: $\kappa_0=0.423$, $\kappa=0.305$

Among these three ratios, closer spacing raises the plain loss slightly but makes relaxation more effective, so $\kappa$ falls. This trend should not be extended to much wider spacings, where the plain loss itself becomes small. For hydrogen at $A=16384$ the density error is $-0.445\%$ for $\beta=2$ and $-0.361\%$ for $\beta=\sqrt2$: the same largest exponent, but different errors.

## How far the leading term can be trusted

The derivation fixes the leading term only. Hydrogen with $\beta=2$ shows how much is left out. At $A=64$ the law predicts $-7.12\%$ and the calculation gives $-7.10\%$, so the law is already accurate at a modest exponent. At $A=4096$ the two values are $-0.8901\%$ and $-0.8895\%$. The relative difference has fallen from about 0.3% to below 0.1%.

No coefficient is assigned to a next term. The difference divided by $\varepsilon^2$ is

$$
(-0.0709732+0.0712096)\times64=0.015
$$

at $A=64$ and 0.024 at $A=4096$. It has not settled to a constant, so these data do not show that the next term is a plain multiple of $\varepsilon^2$.

## Why the energy does not ask for these functions

The energy is stationary, so its error is quadratic in $\delta$. With the kinetic term dominant and $\psi(0)^2=Z^3/\pi$,

$$
\Delta E\simeq\tfrac12\int|\nabla\delta|^2d^3r
=\tfrac12Z^2\psi(0)^2A^{-3/2}q
=\frac{Z^5q}{2\pi}A^{-3/2},\qquad q=\int|\nabla R|^2d^3x .
$$

Here $\delta=-Z\psi(0)A^{-1/2}R$ contributes $A^{-1}$ when squared, the gradients contribute $A$, and the volume contributes $A^{-3/2}$. For $\beta=2$, $q=0.116$. Between $A=2^{12}$ and $2^{18}$ the hydrogen energy falls by $7.03\times10^{-8}$ hartree; the law gives $7.06\times10^{-8}$.

At $A=1024$ the energy error is $5.6\times10^{-7}$ hartree, while the density at the nucleus is still 1.8% too low. To leading order, one more tight function divides the truncation error of the energy by $\beta^{3/2}$, but that of the density by only $\beta^{1/2}$. For hydrogen with $\beta=2$, a rule that stops when the next tight function would lower the energy by less than $10^{-6}$ hartree ends at $A=1024$, with the density still 1.8% too low. A stricter threshold reduces this error, but only slowly.

The tabulated energy error levels off near $2\times10^{-9}$ hartree, well above the truncation term at the largest $A$. This remainder comes from the rest of the set, its spacing and its diffuse end. A remainder also appears in the density: for $\beta=3$ and $A=3^{34}$ it is $-8.7\times10^{-4}\%$, whereas $2\kappa/\sqrt A$ is below $10^{-6}\%$. Tight functions cannot remove it. The value belongs to the set with lowest exponent $3^{-5}$. Three more diffuse functions change it to $-6.0\times10^{-4}\%$, and multiplying all exponents of that larger set by 1.3 or 2.3 gives $-5\times10^{-3}\%$ or $+6\times10^{-3}\%$. The remainder also varies slightly with $A$, which limits law (1) at very large exponents: for $\beta=3$ the coefficient read from the density change between $A=3^{20}$ and $3^{26}$ is 0.312 instead of 0.305.

## Several electrons

In Hartree–Fock theory the electronic Coulomb and exchange terms remain finite at the nucleus. Every s orbital then has the same relative slope $-Z$, and the local problem above applies to each. The orbital energies affect only higher orders.

For beryllium, $Z=4$ and $\beta=3$, a set with $A=31886.5$ is compared with one reaching $A'=2582803.3$. The leading law gives

$$
-2(0.30508)(4)\left(\frac1{\sqrt{A}}-\frac1{\sqrt{A'}}\right)
=-2.4406\,(0.005600-0.000622)=-1.215\% .
$$

The calculated changes are $-1.213\%$ for 1s and $-1.216\%$ for 2s. The two orbitals differ greatly in extent but share the relative error, as the cusp argument requires.

## Fermi-contact coupling

The Fermi-contact part of the spin-spin coupling between nuclei $M$ and $N$ contains, for each occupied orbital, the product $\varphi(M)\,\varphi^{(N)}(M)$. Here $\varphi^{(N)}$ is the first-order response to the contact operator at $N$. That operator has no source at $M$, so near $M$ the response has the ordinary cusp of slope $-Z_M$. Both factors lose the fraction $\kappa Z_M/\sqrt{A_M}$. The coupling is symmetric in the two nuclei, so the same count holds at $N$:

$$
\frac{\Delta K}{K}\simeq-2\kappa\left(\frac{Z_M}{\sqrt{A_M}}+\frac{Z_N}{\sqrt{A_N}}\right). \tag{6}
$$

For H$_2$ with equal sets this is $-4\kappa/\sqrt A$. The worked case is H$_2$ at 1.4 bohr with $\beta=3$, in Hartree–Fock theory with coupled triplet response. Changes are relative to the set with largest exponent 478296.9:

- $A=24.3$: calculated $-22.9\%$, law $-24.6\%$
- $A=218.7$: calculated $-7.89\%$, law $-8.08\%$
- $A=1968.3$: calculated $-2.56\%$, law $-2.57\%$
- $A=17714.7$: calculated $-0.743\%$, law $-0.740\%$

These values use a lowest s exponent of 0.1 and two p shells per atom. With one more diffuse s, four p and one d shell they become $-22.8\%$, $-7.87\%$, $-2.56\%$ and $-0.742\%$, so the last digit depends on the rest of the basis. The small excess over the law at the largest $A$ is of the size of the spacing remainder: the coupling divided by $(1-\kappa/\sqrt A)^4$ still varies by about $4\times10^{-5}$ of its value among the tightest sets.

At the smallest $A$ the linear law overshoots. Four amplitude factors are involved, and their product contains positive second-order cross terms that the linear law omits. With $\kappa/\sqrt A=0.30508/\sqrt{24.3}=0.0619$, the product is $(1-0.0619)^4=0.774$. The reference set has the corresponding factor $0.998$, and the ratio gives a change of $-22.4\%$. This passes the calculated $-22.9\%$. The product leaves out the corrections to each single factor beyond its leading loss. The remaining difference is about 0.5 percentage points, against $6(0.0619)^2=2.3$ points from the second-order cross terms. The product therefore improves on the linear law here, but it is not a complete second-order estimate.

To bring the truncation error to 1%, the law requires

$$
A=\left(\frac{4\times0.30508}{0.01}\right)^2\simeq1.49\times10^4 .
$$

Starting from $24.3$, the number of added functions is the next integer above $\ln(14891.5/24.3)/\ln3=5.8$, hence six per hydrogen atom. Each reduces the truncation error by a factor of about $\sqrt3=1.73$. The gain is slow: several steep functions are needed for the coupling, while the energy truncation error falls by $\beta^{3/2}$ per function.

The 1% refers to truncation at the tight end within this mean-field model. It does not cover electron correlation, missing polarization functions, the other coupling mechanisms or nuclear motion. The law also assumes a point nucleus and nonrelativistic electrons. For a nucleus of finite size the cusp is rounded inside the nuclear radius, and the inverse-square-root law can be used only while $A^{-1/2}$ is much longer than that radius. The numerical output gives the full sequences.

## Numbers as computed

```
Scale-free coefficients (dimensionless)
beta=1.4142 kappa0=0.51672 kappa=0.23115 q=0.063420
beta=2.0000 kappa0=0.47206 kappa=0.28484 q=0.116460
beta=3.0000 kappa0=0.42335 kappa=0.30508 q=0.137875
trapezoid amplitude error: beta=2 1.85e-06, beta=3 3.55e-04
Hydrogen, beta=2, lowest exponent 2^-7 bohr^-2
A/bohr^-2, density error/%, predicted/%, energy error/Eh
       64   -7.09732   -7.12096 3.5115e-05
      256   -3.55321   -3.56048 4.4603e-06
     1024   -1.77813   -1.78024 5.6333e-07
     4096   -0.88953   -0.89012 7.2286e-08
    16384   -0.44490   -0.44506 1.0666e-08
    65536   -0.22248   -0.22253 2.9491e-09
   262144   -0.11125   -0.11127 1.9835e-09
density slope d ln|error|/d ln A, A=2^14 to 2^18: -0.4999
energy drop A=2^12 to 2^18: 7.0303e-08 Eh, law 7.0568e-08 Eh
A=16384 bohr^-2: density error beta=2 -0.44490 %, beta=sqrt(2) -0.36108 %
beta=3, A=3^34 bohr^-2: remaining density error -8.690e-04 %
Be RHF, beta=3: A=31886.5, reference A=2582803.3 bohr^-2
reference total density at nucleus: 35.3331 bohr^-3
relative change/%: 1s -1.2129, 2s -1.2155, total -1.2130, law -1.2149
H2 at 1.4 bohr, RHF response, beta=3, reference A=478296.9 bohr^-2
reference contact kernel: -0.114474 bohr^-6 Eh^-1
A/bohr^-2, change of coupling/%, predicted/%
      24.3   -22.8832   -24.5787
     218.7    -7.8870    -8.0753
    1968.3    -2.5600    -2.5741
   17714.7    -0.7432    -0.7404
target H2 coupling truncation error: 1.0 %
required largest exponent by the law: 14891.5 bohr^-2
tight s functions added per H above 24.3 bohr^-2: 6
error reduction per added function at beta=3: 1.7321
```
